# From imaginary-time slices to Matsubara self-energies: aliasing and moment-constrained splines

## What symmetry and dimensions fix

A determinant quantum Monte Carlo run delivers a fermionic Green function \(G(\tau)\) at \(\tau_l=lh\), with \(h=\beta/L\) and \(l=0,\dots,L\). We want \(G(i\omega_n)\) at \(\omega_n=(2n+1)\pi/\beta\).

Suppose first that the sampled function \(r(\tau)\) is continuous and antiperiodic, \(r(\tau+\beta)=-r(\tau)\). A linear interpolation rule that treats all slices alike commutes with a shift by one slice. In frequency space such a rule can only multiply the slice sum by a factor. The transform has one more power of time than \(r\), so

\[
r(i\omega_n)\approx h\,W(\omega_n h)\sum_{l=0}^{L-1}e^{i\omega_n\tau_l}r(\tau_l),
\]

where \(W\) is dimensionless. Dimensions would also allow \(W\) to depend on \(L\); for the cubic spline below it does not.

The sum is unchanged by \(n\to n+L\), because \(\omega_{n+L}=\omega_n+2\pi/h\). All decay at large frequency must therefore come from \(W\). The Green function itself jumps at \(\tau=0\), which produces a \(1/\omega\) tail. The scheme removes the jumps of \(G,G',G''\) analytically and applies \(W\) to the remainder.

## Conventions and end sums

Let \(H\) include \(-\mu N\), and let \(G(\tau)=-\langle c(\tau)c^\dagger(0)\rangle\) for \(0<\tau<\beta\), with \(c(\tau)=e^{\tau H}ce^{-\tau H}\). Inserting eigenstates of \(H\) gives terms \(e^{-\beta E_i}e^{\tau(E_i-E_j)}|\langle i|c|j\rangle|^2/Z\). With \(p=(i,j)\) and

\[
\varepsilon_p=E_j-E_i,\qquad
w_p=\frac{e^{-\beta E_i}+e^{-\beta E_j}}{Z}|\langle i|c|j\rangle|^2,
\]

they become

\[
G(\tau)=-\sum_p\frac{w_pe^{-\varepsilon_p\tau}}{1+e^{-\beta\varepsilon_p}},\qquad
G(z)=\int_0^\beta e^{z\tau}G\,d\tau=\sum_p\frac{w_p}{z-\varepsilon_p},\quad z=i\omega_n.
\]

The integral uses \(e^{z\beta}=-1\), which cancels the thermal denominator. Define \(M_k=\sum_pw_p\varepsilon_p^k\); the anticommutator gives \(M_0=1\). Differentiating \(G(\tau)\) and adding the two ends,

\[
G^{(k)}(0)+G^{(k)}(\beta)=-(-1)^kM_k .
\]

The first three end sums are \(-1,\ M_1,\ -M_2\). End values are one-sided limits from inside the interval, and moments are assumed finite.

## The naive sum and its aliases

For one pole the left-point sum is geometric. With \(a=(z-\varepsilon)h/2\),

\[
-\frac{h}{1+e^{-\beta\varepsilon}}\,\frac{1-e^{(z-\varepsilon)\beta}}{1-e^{2a}}
=\frac{h}{e^{2a}-1}=\frac h2(\coth a-1).
\]

Summing over poles gives \(T_n-h/2\), where \(T_n=\frac h2\sum_pw_p\coth[(z-\varepsilon_p)h/2]\). The trapezoidal rule changes the left sum by \(\frac h2[-G(0)+e^{z\beta}G(\beta)]=-\frac h2[G(0)+G(\beta)]=\frac h2\), so \(T_n\) is the trapezoidal result.

The partial-fraction series \(\coth a=\sum_m(a+i\pi m)^{-1}\), summed symmetrically, turns this into

\[
T_n=\sum_{m=-\infty}^{\infty}G(i\omega_{n+mL}).
\]

This is aliasing: frequencies separated by \(2\pi/h\) cannot be distinguished on the slices. At fixed frequency, \(\coth a=1/a+a/3+\dots\) gives

\[
T_n-G(z)\simeq\frac{h^2}{12}\sum_pw_p(z-\varepsilon_p)=\frac{h^2}{12}(z-M_1).
\]

## What Dyson's equation does to the error

For an orbital of energy \(\xi\), measured from \(\mu\), in which symmetry makes \(G\) diagonal, \(\Sigma=z-\xi-1/G\); otherwise the matrix \(G\) must be inverted. If \(G_a=G+\delta G\) is the approximate transform,

\[
\delta\Sigma=\frac1G-\frac1{G_a}=\frac{\delta G}{G\,G_a}\simeq\frac{\delta G}{G^2}.
\]

The last form needs \(|\delta G|\ll|G|\). In the window \(|\varepsilon_p|\ll\omega\ll1/h\), \(1/G^2\simeq z^2=-\omega^2\). The left-sum error \(-h/2\) then becomes \(\delta\Sigma\simeq+\omega^2h/2\), and the trapezoidal error becomes \(h^2z^3/12=-i\omega^3h^2/12\).

Beyond this window, periodicity of either sum gives \(\Sigma_{n+L}-\Sigma_n=2\pi i/h\): the bare \(z\) is no longer cancelled by \(1/G_a\), and \(\operatorname{Im}\Sigma\) grows linearly on average.

## Moments for the Hubbard model

Since \(\langle i|[c,H]|j\rangle=\varepsilon_p\langle i|c|j\rangle\), the moments are equal-time averages, \(M_1=\langle\{[c,H],c^\dagger\}\rangle\) and \(M_2=\langle\{[c,H],[c,H]^\dagger\}\rangle\). Let \(h_{ij}\) be the real symmetric one-body matrix, including \(-\mu\), and \(\hat n_i\) the opposite-spin density. Then

\[
[c_i,H]=\sum_jh_{ij}c_j+U\hat n_ic_i .
\]

The anticommutator with \(c_j^\dagger\) averages to \(h_{ij}+U\langle\hat n_i\rangle\delta_{ij}\). The anticommutator with \([c_j,H]^\dagger\) averages to

\[
(h^2)_{ij}+Uh_{ij}\langle\hat n_i+\hat n_j\rangle+U^2\langle\hat n_i\rangle\delta_{ij},
\]

because \(\hat n_i^2=\hat n_i\). For uniform density \(n\) per spin, projection on an eigenvector of \(h_{ij}\) with eigenvalue \(\xi\) gives

\[
M_1=\xi+Un,\qquad M_2=\xi^2+2\xi Un+U^2n .
\]

Expanding \(1/G=z-M_1-(M_2-M_1^2)/z+\dots\) yields

\[
\Sigma=(M_1-\xi)+\frac{M_2-M_1^2}{z}+\dots
=Un+\frac{U^2n(1-n)}{z}+\dots
\]

The constant is the Hartree term. The next coefficient is the variance of the pole energies \(\varepsilon_p\) under the normalized weights \(w_p\), so it cannot be negative, and \(\operatorname{Im}\Sigma\) approaches zero from below for \(\omega>0\) when it is nonzero.

## The spline and its uniqueness

Let \(S\) be a cubic spline through \(G_j=G(\tau_j)\), with \(\kappa_j=S''(\tau_j)\) and \(d_j=(G_{j+1}-G_j)/h\). On one interval \(S''\) is linear. Integrating twice and imposing both end values gives

\[
S'(\tau_j^+)=d_j-\frac h6(2\kappa_j+\kappa_{j+1}),\qquad
S'(\tau_{j+1}^-)=d_j+\frac h6(\kappa_j+2\kappa_{j+1}).
\]

Continuity of the slope at interior knots requires

\[
\kappa_{j-1}+4\kappa_j+\kappa_{j+1}=\frac6h(d_j-d_{j-1}),\quad 1\le j\le L-1 .
\]

Two conditions are missing. We impose the end sums \(S'(0)+S'(\beta)=M_1\) and \(S''(0)+S''(\beta)=-M_2\). The second gives \(\kappa_L=-M_2-\kappa_0\). Substitution in the first gives

\[
4\kappa_0+\kappa_1-\kappa_{L-1}=\frac6h(d_0+d_{L-1}-M_1)-2M_2 .
\]

The equation for \(j=L-1\) becomes \(\kappa_{L-2}+4\kappa_{L-1}-\kappa_0=\frac6h(d_{L-1}-d_{L-2})+M_2\). Each row has diagonal 4 and two off-diagonal entries of modulus 1. The matrix is strictly diagonally dominant, so the spline exists and is unique.

## The closed transform

Choose \(q(\tau)=q_0+q_1\tau+q_2\tau^2\) with the required end sums:

\[
q_2=-\frac{M_2}{4},\quad q_1=\frac{M_1}{2}-q_2\beta,\quad
q_0=-\frac{1+q_1\beta+q_2\beta^2}{2}.
\]

For any \(f\) with end sums \(A_k=f^{(k)}(0)+f^{(k)}(\beta)\), three integrations by parts and \(e^{z\beta}=-1\) give

\[
\int_0^\beta e^{z\tau}f\,d\tau=-\frac{A_0}{z}+\frac{A_1}{z^2}-\frac{A_2}{z^3}-\frac1{z^3}\int_0^\beta e^{z\tau}f'''\,d\tau .
\]

Hence \(q\) transforms to \(1/z+M_1/z^2+M_2/z^3\).

The remainder \(R=S-q\) is a cubic spline through \(r_j=G_j-q(\tau_j)\) with vanishing end sums. Its antiperiodic extension has continuous first and second derivatives. From here on \(\kappa_j\) denotes \(R''(\tau_j)\). On interval \(j\), \(R'''=s_j=(\kappa_{j+1}-\kappa_j)/h\). Integrating interval by interval, with \(s_{-1}=-s_{L-1}\),

\[
R(z)=\frac1{z^4}\sum_{j=0}^{L-1}(s_j-s_{j-1})e^{z\tau_j}.
\]

Write \(\hat f=\sum_{j<L}e^{z\tau_j}f_j\) and \(x=\omega_nh\). Shifting an antiperiodic sequence by \(\pm1\) multiplies \(\hat f\) by \(e^{\mp ix}\). The jumps therefore sum to \((2\cos x-2)\hat\kappa/h\), and the spline equations become

\[
(4+2\cos x)\hat\kappa=\frac{6(2\cos x-2)}{h^2}\hat r .
\]

Eliminating \(\hat\kappa\) and using \(z^4=\omega_n^4\),

\[
R(z)=hW(x)\hat r,\qquad
W=\frac{3(2-2\cos x)^2}{x^4(2+\cos x)}=\left[\frac{\sin(x/2)}{x/2}\right]^4\frac{3}{2+\cos x}.
\]

The complete result is

\[
G_S(z)=\frac1z+\frac{M_1}{z^2}+\frac{M_2}{z^3}+hW(x)\sum_{l=0}^{L-1}e^{z\tau_l}r_l .
\]

This formula was tested against direct quadrature of the explicit spline.

## Pseudocode and cost

```
input: G[0..L], beta, M1, M2, xi, wanted n
h  = beta/L
q2 = -M2/4;  q1 = M1/2 - q2*beta
q0 = -(1 + q1*beta + q2*beta^2)/2
for l = 0..L-1:
    r[l] = G[l] - q0 - q1*l*h - q2*(l*h)^2
    a[l] = r[l]*exp(i*pi*l/L)
F[k] = sum_l a[l]*exp(+2*pi*i*k*l/L)      # FFT
for each wanted n:
    w = (2n+1)*pi/beta;  z = i*w;  x = w*h
    W = (sin(x/2)/(x/2))^4 * 3/(2+cos(x))
    GS = 1/z + M1/z^2 + M2/z^3 + h*W*F[n mod L]
    Sigma = z - xi - 1/GS
```

Set \(G_L=-1-G_0\). The exponent in the FFT is positive; a library routine with this sign may divide by \(L\). The cost is \(O(L\log L)\) per orbital, plus \(O(1)\) per frequency.

At low temperature the subtraction loses digits. At \(\omega_0\) the quadratic contributes a term of size \(M_2/\omega_0^3=M_2\beta^3/\pi^3\), which cancels in \(G_S\), so the absolute rounding error is of the order of machine precision times \(M_2\beta^3/\pi^3\). If this matters, solve for the explicit spline and integrate it by quadrature at the low frequencies.

## Accuracy of the moment spline

The transform of \(G-q\) is \(\sum_pw_p\varepsilon_p^3/[z^3(z-\varepsilon_p)]\), which starts as \(M_3/z^4\). That leading term is the transform of a cubic polynomial with vanishing \(A_0,A_1,A_2\). By uniqueness the spline reproduces this polynomial, so it contributes no error. What remains is

\[
r_4(z)=\sum_p\frac{w_p\varepsilon_p^4}{z^4(z-\varepsilon_p)},\qquad
\delta G=W\sum_mr_4(i\omega_{n+mL})-r_4(i\omega_n).
\]

For small \(x\), \((2-2\cos x)^2/x^4=1-x^2/6+x^4/80+\dots\), while \((2+\cos x)/3=1-x^2/6+x^4/72+\dots\). Their ratio is \(W=1-x^4/720+O(x^6)\). The aliases of \(r_4\) decay as an odd fifth power; opposite \(m\) cancel at leading order and leave \(O(h^6)\). Therefore, at fixed frequency,

\[
\delta G\simeq-\frac{h^4}{720}\sum_p\frac{w_p\varepsilon_p^4}{z-\varepsilon_p}.
\]

This requires \(\omega h\ll1\) and \(|\varepsilon_p|h\ll1\) for the poles that carry weight.

In the opposite limit, fixed \(h\) and \(\omega\to\infty\), \(\hat r\) is bounded and \(W\le48/x^4\). Thus \(\delta G=O(\omega^{-4})\) and \(\delta\Sigma=O(\omega^{-2})\): the constant and the \(1/z\) term of \(\Sigma\) are correct. Above the Nyquist frequency \(\pi/h\) the slices supply no new Fourier information; the result there rests on the moments and on the assumed smoothness.

## Why a natural spline fails

A natural spline sets \(\kappa_0=\kappa_L=0\). Let \(m\) be the sum of its end slopes. By uniqueness its transform is the same formula with \(M_1\to m\) and \(M_2\to0\), so

\[
\Sigma_{\rm nat}\to(m-\xi)-\frac{m^2}{i\omega}=(m-\xi)+\frac{i\,m^2}{\omega}.
\]

For \(m\ne0\) the imaginary part has the wrong sign. The implied variance \(-m^2\) belongs to no positive spectral weight.

The size of the error follows from an end layer. By Taylor expansion, the exact curvatures \(G''(\tau_j)\) satisfy the interior equations for \(\kappa_j\) up to a residual \(h^2G''''/2\). Diagonal dominance then gives \(\kappa_j=G''(\tau_j)+O(h^2)\) for the spline with the correct end curvatures, so its slope error is \(O(h^3)\) and its function error \(O(h^4)\). The natural spline differs from it by a spline that vanishes at the knots and has \(\kappa_0=-G''(0)\) near \(\tau=0\). There \(\kappa_{j-1}+4\kappa_j+\kappa_{j+1}=0\), so \(\kappa_j=\kappa_0\lambda^j\) with \(\lambda=-2+\sqrt3\). Its initial slope is

\[
-\frac h6\kappa_0(2+\lambda)=\frac{hG''(0)}{2\sqrt3}.
\]

Its integral over interval \(j\) is \(-h^3(\kappa_j+\kappa_{j+1})/24\). Since \((1+\lambda)/(1-\lambda)=1/\sqrt3\), the layer integrates to \(h^3G''(0)/(24\sqrt3)\). The layer at \(\beta\) is its mirror image: its slope has the opposite sign, and its integral acquires \(e^{z\beta}=-1\). At leading order,

\[
m-M_1\simeq\frac{h[G''(0)-G''(\beta)]}{2\sqrt3},\qquad
\delta G\simeq\frac{h^3[G''(0)-G''(\beta)]}{24\sqrt3}.
\]

## Worked example

Take the bonding orbital of a two-site Hubbard model with hopping \(t\), \(U=4t\), \(\mu=3t\), \(\beta=8/t\) and \(L=40\). Exact diagonalization supplies the slice values and the reference \(\Sigma\), so there is neither time-step bias nor noise. Here \(h=0.2/t\), \(\pi/h=15.7t\), \(\xi=-t-\mu=-4t\) and \(n=0.500657\). Hence

\[
M_1=-4t+4(0.500657)t=-1.9974t,
\]
\[
M_2=(16-16.0210+8.0105)t^2=7.9895t^2 .
\]

At \(\omega_0=0.3927t\) the exact value is \(G=(0.2443-0.0580i)/t\). The aliasing estimate is \((0.04/12)(1.997+0.393i)/t=(0.0067+0.0013i)/t\), which accounts for the trapezoidal value \((0.2509-0.0567i)/t\). The left sum is lower by \(h/2=0.1/t\). Its error has modulus \(0.0934/t\), while \(|G|=0.2511/t\) and \(|G_a|=0.1612/t\), so

\[
|\delta\Sigma|=\frac{0.0934}{0.2511\times0.1612}t\simeq2.31t .
\]

The true self-energy there is \((0.125-0.527i)t\), so the left sum is useless at this step. The moment spline has an error of \(5.6\times10^{-4}t\). Between \(L=160\) and \(320\) the observed orders are 1.06, 2.00, 2.99 and 4.00 for left sum, trapezoid, natural spline and moment spline.

Near the Nyquist frequency, at \(n=19\), the trapezoid gives \(\operatorname{Re}\Sigma=-45.6t\) instead of \(1.97t\). The reason is a nearly vanishing denominator: \(\coth(i\pi/2+b)=\tanh b\simeq b\) gives

\[
T_n\simeq\frac{h^2}{4}\left[i\left(\omega_n-\frac\pi h\right)-M_1\right]
\simeq\frac{0.0200-0.0039i}{t}.
\]

Then \(\operatorname{Re}(1/T_n)\simeq48t\) and \(\operatorname{Re}\Sigma\simeq-44t\), close to the computed value.

The natural spline has \(m=-1.678t\), so its \(\Sigma(i\infty)\) is \(2.322t\) instead of \(2.003t\). Its \(\operatorname{Im}\Sigma\) first becomes positive at \(n=16\), where \(\omega=12.96t\), below the Nyquist frequency. At \(n=59\) the tail formula predicts \(1.678^2t/46.73=0.060t\); the computed value is \(0.059t\). The moment spline stays causal at all tested frequencies, \(0\le n\le400\). Among the tabulated frequencies its largest error is just above Nyquist: at \(n=20\), \(\operatorname{Im}\Sigma=-0.262t\) against \(-0.245t\), about 7 per cent of the exact value. Between the tabulated frequencies the error can be larger: the relative error of \(\operatorname{Im}\Sigma\) reaches about 11 per cent at \(n=35\), where it is about 1 per cent of \(|\Sigma|\), and the absolute error of \(\Sigma\) peaks at \(0.020t\) at \(n=24\).

## Errors in the input

**First moment.** A wrong density shifts \(M_1\) by \(U\delta n\). It also shifts \(M_2\), which is held fixed here to isolate the effect of \(M_1\). Any shift \(\delta M_1\) moves \(\Sigma(i\infty)\) by the same amount. At low frequency the data largely correct it. With the slices fixed,

\[
\delta G=\delta M_1\left[\frac1{z^2}-W\sum_m\frac1{(i\omega_{n+mL})^2}\right]\simeq\frac{h^2}{12}\delta M_1,
\]

because the \(m\ne0\) terms sum to \(-h^2/12\) at leading order. For \(\delta M_1=0.05t\) this is \(1.67\times10^{-4}/t\). Division by \(|G|^2=0.0630/t^2\) gives \(0.0026t\) at \(\omega_0\), as computed, against \(0.05t\) in the tail.

**Slice noise.** Let the slices \(l=0,\dots,L-1\) carry independent errors of standard deviation \(s\), with the moments fixed and \(\delta G_L=-\delta G_0\). Then \(q\) does not change, and adding variances gives

\[
\delta G_{\rm rms}=hW\sqrt L\,s=Ws\sqrt{\beta h},\qquad
\delta\Sigma_{\rm rms}\simeq\frac{Ws\sqrt{\beta h}}{|G|^2}.
\]

The second relation is first order in the noise. For \(s=10^{-4}\), \(\sqrt{\beta h}=\sqrt{1.6}\) and \(\delta\Sigma_{\rm rms}=0.0020t\) at \(\omega_0\), already above the spline error. At \(n=19\) it is \(0.017t\). At still higher frequency \(W\) falls as \(\omega^{-4}\) times a periodic factor and overcomes the growth \(1/|G|^2\sim\omega^2\).

Monte Carlo slices are in general correlated, and the density behind \(M_1,M_2\) comes from the same samples. Error bars should then come from resampling the whole chain, including the moments and the Dyson inversion. The spline does not remove time-step bias in the slices; that needs a separate extrapolation in \(h\). The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
U = 4.0 t, mu = 3.0 t, beta = 8.0 1/t, L = 40
dtau = 0.200 1/t, Nyquist pi/dtau = 15.7080 t
xi = -4.000 t, density per spin = 0.500657
M1 = -1.997370 t, M2 = 7.989481 t^2
Sigma(i inf) = U n = 2.002630 t
tail U^2 n(1-n) = 3.999993 t^2
G(0+) = -0.147456, G(beta-) = -0.852544
G(i w_0) in 1/t:
  exact           0.244311 -0.057951 i
  left sum        0.150935 -0.056663 i
  trapezoid       0.250935 -0.056663 i
  natural spline  0.245340 -0.057972 i
  moment spline   0.244276 -0.057944 i
Sigma in t; columns: exact left trapezoid natural moment
n = 0, w_n = 0.3927 t
  Re     0.1249    -1.8070     0.2082     0.1396     0.1243
  Im    -0.5265    -1.7873    -0.4635    -0.5195    -0.5266
n = 4, w_n = 3.5343 t
  Re     1.5252     3.8414     1.1702     1.5164     1.5247
  Im    -0.8591    -2.6690    -0.8442    -0.8329    -0.8599
n = 9, w_n = 7.4613 t
  Re     1.8705     9.0257     0.0992     1.8282     1.8698
  Im    -0.5003    -0.0762    -1.7807    -0.4245    -0.5026
n = 19, w_n = 15.3153 t
  Re     1.9696    16.3945   -45.6047     2.0065     1.9656
  Im    -0.2568    14.7564     6.0710     0.2253    -0.2723
n = 20, w_n = 16.1007 t
  Re     1.9727    16.3945   -45.6047     2.0521     1.9683
  Im    -0.2447    16.6596    25.3449     0.2740    -0.2617
n = 59, w_n = 46.7312 t
  Re     1.9990    16.3945   -45.6047     2.2874     1.9988
  Im    -0.0854    46.1723    37.4870     0.0588    -0.0858
|error of Sigma(i w_0)| in t: left trapezoid natural moment
  L =  20 7.859e+00 3.840e-01 1.156e-01 8.916e-03
  L =  40 2.307e+00 1.045e-01 1.627e-02 5.635e-04
  L =  80 9.425e-01 2.671e-02 2.111e-03 3.534e-05
  L = 160 4.309e-01 6.714e-03 2.674e-04 2.210e-06
  L = 320 2.065e-01 1.681e-03 3.361e-05 1.382e-07
orders, last halving: 1.061 1.998 2.992 4.000
natural spline: slope sum = -1.678063 t
natural spline: Sigma(i inf) = 2.321937 t
natural spline: first n with Im Sigma > 0: 16
  there w_n = 12.9591 t
M1 shifted by 0.05 t: |change of Sigma(i w_0)| = 0.002643 t
  mean change at w > 6284 t: 0.050000 t
slice noise 1e-04: n, W, rms noise of Sigma in t
    0 1.000000 2.006e-03
    4 0.999610 3.215e-03
    9 0.988770 8.495e-03
   19 0.541934 1.691e-02
   20 0.443680 1.522e-02
   59 0.006252 1.736e-03
```
